# Radiative lifetimes of circular and low-l Rydberg states: a numerical check

```python
# RESULT UNDER TEST: radiative lifetimes of a one-electron Coulomb atom,
#   tau ~ tau0 * n^3 * L^2,   tau0 = 3 hbar / (2 alpha^3 E_h),
# so circular states (L ~ n) scale as n^5 and fixed low-l states as n^3.
# n: principal quantum number; l: orbital quantum number; L: angular momentum
# in units of hbar; alpha: fine-structure constant; E_h: Hartree energy.
# The core is a fixed unit charge; only spontaneous dipole emission is kept.
# Classical orbits and quantum sums are in atomic units unless marked SI.
import numpy as np
import sympy as sp
from sympy.physics.hydrogen import R_nl
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import eval_genlaguerre, gammaln

alpha = const.fine_structure
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
time_unit = const.hbar / hartree
tau0 = 1.5 * time_unit / alpha**3


def radiated_per_orbit(n, L):
    """Integrate Newton's equation for one period, from apoapsis to apoapsis,
    so that the short burst of emission at periapsis lies inside the interval.
    Returns the integrals of |a|^2 and of (v x a)_z."""
    ecc = np.sqrt(max(0.0, 1 - (L / n)**2))
    r_max = n**2 * (1 + ecc)

    def motion(t, state):
        x, y, vx, vy = state[:4]
        r3 = (x * x + y * y)**1.5
        ax, ay = -x / r3, -y / r3
        return [vx, vy, ax, ay, ax * ax + ay * ay, vx * ay - vy * ax]

    sol = solve_ivp(motion, (0, 2 * np.pi * n**3),
                    [r_max, 0, 0, L / r_max, 0, 0], method="DOP853",
                    rtol=1e-12, atol=[1e-11, 1e-11, 1e-14, 1e-14, 1e-18, 1e-18])
    assert sol.success
    return sol.y[4, -1], sol.y[5, -1]


def harmonic_photon_ratio(L_over_n, points):
    """Classical photon count, sum of P_k/(k omega), divided by the torque
    estimate; the orbit has semimajor axis 1 and frequency 1. The number of
    harmonics needed grows as (n/L)^3."""
    ecc = np.sqrt(1 - L_over_n**2)
    mean_anomaly = 2 * np.pi * np.arange(points) / points
    u = np.full(points, np.pi)
    for _ in range(45):
        u -= (u - ecc * np.sin(u) - mean_anomaly) / (1 - ecc * np.cos(u))
    x, y = np.cos(u) - ecc, L_over_n * np.sin(u)
    r3 = (x * x + y * y)**1.5
    ax_k = np.fft.rfft(-x / r3) / points
    ay_k = np.fft.rfft(-y / r3) / points
    power_k = 2 * (abs(ax_k)**2 + abs(ay_k)**2)[1:-1]
    k = np.arange(1, len(power_k) + 1)
    power_formula = (3 - L_over_n**2) / (2 * L_over_n**5)
    assert abs(power_k.sum() / power_formula - 1) < 1e-5
    return np.sum(power_k / k) * L_over_n**2


def radial_function(n, l, r):
    """Normalized u(r) = r R(r) of the Coulomb problem."""
    x = 2 * r / n
    log_front = (0.5 * (gammaln(n - l) - gammaln(n + l + 1)) - np.log(n)
                 - x / 2 + (l + 1) * np.log(x))
    return np.exp(log_front) * eval_genlaguerre(n - l - 1, 2 * l + 1, x)


def quantum_decay(n, l):
    """Total rate (1/s), mean photon energy (hartree), largest branch share."""
    s = np.linspace(0, np.sqrt(4 * n**2 + 60 * n), 5001)[1:]
    r, step = s * s, s[1] - s[0]
    upper = radial_function(n, l, r)
    assert abs(np.sum(upper**2 * 2 * s) * step - 1) < 1e-7
    rates, energies = [], []
    for lf in (l - 1, l + 1):
        if lf < 0:
            continue
        for nf in range(lf + 1, n):
            dipole = np.sum(upper * radial_function(nf, lf, r) * r * 2 * s) * step
            omega = 0.5 / nf**2 - 0.5 / n**2
            rates.append(4 / 3 * alpha**3 * omega**3
                         * max(l, lf) / (2 * l + 1) * dipole**2)
            energies.append(omega)
    rates, energies = np.array(rates), np.array(energies)
    total = rates.sum()
    return total / time_unit, np.dot(rates, energies) / total, rates.max() / total


# Independent symbolic check of the numerical dipole sum: 2p decays only to 1s.
rr = sp.symbols("r", positive=True)
dipole_2p = sp.integrate(sp.expand(R_nl(2, 1, rr) * R_nl(1, 0, rr) * rr**3),
                         (rr, 0, sp.oo))
rate_2p = 4 / 3 * alpha**3 * 0.375**3 / 3 * float(dipole_2p)**2 / time_unit
assert abs(quantum_decay(2, 1)[0] / rate_2p - 1) < 1e-7

# Orbit averages of radiated energy and angular momentum, from trajectories.
for n_test, L_test in ((50, 50), (50, 5), (25, 5), (20, 12)):
    energy_int, torque_int = radiated_per_orbit(n_test, L_test)
    period = 2 * np.pi * n_test**3
    mean_r4 = (3 - (L_test / n_test)**2) / (2 * n_test**3 * L_test**5)
    energy_error = energy_int / period / mean_r4 - 1
    torque_error = torque_int / period * n_test**3 * L_test**2 - 1
    assert abs(energy_error) < 1e-5, (n_test, L_test, energy_error)
    assert abs(torque_error) < 1e-5, (n_test, L_test, torque_error)

# Photon counting by harmonics: constant correction for very eccentric orbits.
ratio_circular = harmonic_photon_ratio(1.0, 2**12)
ratio_tenth = harmonic_photon_ratio(0.1, 2**18)
ratio_twentieth = harmonic_photon_ratio(0.05, 2**20)
assert abs(ratio_circular - 1) < 1e-9
assert 1 < ratio_twentieth < 1.25
assert abs(ratio_tenth / ratio_twentieth - 1) < 0.03

# Circular state at n = 50, evaluated in SI from Larmor's formula.
n = 50
radius = n**2 * bohr
acceleration = const.e**2 / (4 * np.pi * const.epsilon_0 * const.m_e * radius**2)
power = const.e**2 * acceleration**2 / (6 * np.pi * const.epsilon_0 * const.c**3)
orbit_frequency = np.sqrt(acceleration / radius) / (2 * np.pi)
photon_energy = const.h * orbit_frequency
tau_circ = photon_energy / power
assert abs(photon_energy / (hartree / n**3) - 1) < 1e-7
assert abs(tau_circ / (tau0 * n**5) - 1) < 1e-7
true_gap = hartree * (0.5 / (n - 1)**2 - 0.5 / n**2)

circular = {m: 1 / quantum_decay(m, m - 1)[0] for m in (25, 40, 50)}
error_25 = abs(tau0 * 25**5 / circular[25] - 1)
error_50 = abs(tau0 * 50**5 / circular[50] - 1)
assert error_50 < 0.06 and error_50 < 0.6 * error_25
slope_circular = np.log(circular[50] / circular[40]) / np.log(50 / 40)
assert abs(slope_circular - 5) < 0.1

# Low angular momentum: exponent, prefactor and photon energy.
low = {(m, l): quantum_decay(m, l) for m in (25, 40, 50) for l in (0, 1, 2, 5)}
slopes = {}
for l in (0, 1, 2):
    slopes[l] = np.log(low[40, l][0] / low[50, l][0]) / np.log(50 / 40)
    assert abs(slopes[l] - 3) < 0.03
estimates = {l: tau0 * n**3 * l * (l + 1) for l in (1, 2, 5)}
for l in estimates:
    assert abs(estimates[l] * low[50, l][0] - 1) < 0.20
assert abs(low[25, 1][1] / low[50, 1][1] - 1) < 0.01

# Thermal photons at the circular transition: Planck formula and Boltzmann sum.
temperature = 300.0
x_thermal = true_gap / (const.k * temperature)
photon_number = 1 / np.expm1(x_thermal)
count = np.arange(20000)
weights = np.exp(-count * x_thermal)
assert abs(np.dot(count, weights) / weights.sum() / photon_number - 1) < 1e-8

eV = const.e
hartree_eV = hartree / eV
print(f"Inverse fine-structure constant: {1/alpha:.3f}")
print(f"Atomic unit of time: {time_unit:.4e} s")
print(f"Lifetime prefactor tau0: {tau0*1e12:.2f} ps")
print(f"Principal quantum number n: {n}")
print(f"Circular orbit radius: {radius*1e9:.1f} nm")
print(f"Circular orbit acceleration: {acceleration:.4e} m/s^2")
print(f"Larmor power: {power:.4e} W")
print(f"Orbit frequency: {orbit_frequency/1e9:.2f} GHz")
print(f"Photon energy from orbit frequency: {photon_energy/eV*1e3:.4f} meV")
print(f"True gap between n=50 and n=49: {true_gap/eV*1e3:.4f} meV")
print(f"Circular decay rate, estimate: {1/tau_circ:.2f} 1/s")
print(f"Circular lifetime, estimate: {tau_circ*1e3:.2f} ms")
print(f"Circular lifetime, quantum: {circular[50]*1e3:.2f} ms")
print(f"Circular estimate/quantum, n=25: {tau0*25**5/circular[25]:.4f}")
print(f"Circular estimate/quantum, n=50: {tau0*50**5/circular[50]:.4f}")
print(f"Orbits per circular lifetime (estimate): {tau_circ*orbit_frequency:.3e}")
print(f"Circular lifetime exponent, n=40 to 50: {slope_circular:.3f}")
for l in (0, 1, 2):
    print(f"Lifetime exponent for l={l}, n=40 to 50: {slopes[l]:.4f}")
print(f"Lifetime n=50, l=0, quantum: {1e6/low[50, 0][0]:.1f} us")
for l in (1, 2, 5):
    print(f"Lifetime n=50, l={l}, estimate: {estimates[l]*1e6:.1f} us")
    print(f"Lifetime n=50, l={l}, quantum: {1e6/low[50, l][0]:.1f} us")
    print(f"Estimate/quantum for l={l}: {estimates[l]*low[50, l][0]:.3f}")
print(f"Circular/(l=1) lifetime ratio, estimate: {tau_circ/estimates[1]:.0f}")
print(f"Circular/(l=1) lifetime ratio, quantum: {circular[50]*low[50, 1][0]:.0f}")
print(f"Harmonic count/torque estimate, L/n=1: {ratio_circular:.4f}")
print(f"Harmonic count/torque estimate, L/n=0.1: {ratio_tenth:.4f}")
print(f"Harmonic count/torque estimate, L/n=0.05: {ratio_twentieth:.4f}")
print(f"Mean photon energy, n=25, l=1: {low[25, 1][1]*hartree_eV:.3f} eV")
print(f"Mean photon energy, n=50, l=1: {low[50, 1][1]*hartree_eV:.3f} eV")
print(f"Largest single decay branch, n=50, l=1: {100*low[50, 1][2]:.1f} percent")
print(f"Chosen temperature: {temperature:.0f} K")
print(f"Thermal photons per mode at the n=50 to 49 gap: {photon_number:.1f}")
print("all good")
```

Printed output:

```
Inverse fine-structure constant: 137.036
Atomic unit of time: 2.4189e-17 s
Lifetime prefactor tau0: 93.37 ps
Principal quantum number n: 50
Circular orbit radius: 132.3 nm
Circular orbit acceleration: 1.4471e+16 m/s^2
Larmor power: 1.1953e-21 W
Orbit frequency: 52.64 GHz
Photon energy from orbit frequency: 0.2177 meV
True gap between n=50 and n=49: 0.2244 meV
Circular decay rate, estimate: 34.27 1/s
Circular lifetime, estimate: 29.18 ms
Circular lifetime, quantum: 28.60 ms
Circular estimate/quantum, n=25: 1.0414
Circular estimate/quantum, n=50: 1.0204
Orbits per circular lifetime (estimate): 1.536e+09
Circular lifetime exponent, n=40 to 50: 5.023
Lifetime exponent for l=0, n=40 to 50: 2.9767
Lifetime exponent for l=1, n=40 to 50: 2.9978
Lifetime exponent for l=2, n=40 to 50: 2.9948
Lifetime n=50, l=0, quantum: 216.0 us
Lifetime n=50, l=1, estimate: 23.3 us
Lifetime n=50, l=1, quantum: 23.0 us
Estimate/quantum for l=1: 1.015
Lifetime n=50, l=2, estimate: 70.0 us
Lifetime n=50, l=2, quantum: 65.5 us
Estimate/quantum for l=2: 1.069
Lifetime n=50, l=5, estimate: 350.1 us
Lifetime n=50, l=5, quantum: 322.4 us
Estimate/quantum for l=5: 1.086
Circular/(l=1) lifetime ratio, estimate: 1250
Circular/(l=1) lifetime ratio, quantum: 1244
Harmonic count/torque estimate, L/n=1: 1.0000
Harmonic count/torque estimate, L/n=0.1: 1.0937
Harmonic count/torque estimate, L/n=0.05: 1.0997
Mean photon energy, n=25, l=1: 10.963 eV
Mean photon energy, n=50, l=1: 10.945 eV
Largest single decay branch, n=50, l=1: 77.0 percent
Chosen temperature: 300 K
Thermal photons per mode at the n=50 to 49 gap: 114.7
all good
```
